# First-order quadrupolar splittings and the unshifted symmetric transitions

Consider a nucleus of spin $I\ge 1$ at rest in a static magnetic field along the laboratory axis $z$. The spin operators $I_x,I_y,I_z$ are dimensionless, and $|m\rangle$ is the eigenstate of $I_z$ with eigenvalue $m=I,I-1,\dots,-I$. The Zeeman Hamiltonian is

$$\frac{H_0}{h}=-\nu_L I_z,\qquad \nu_L>0,$$

so the level $m=I$ is lowest. A transition $m\to n$ has frequency $(E_n-E_m)/h$, which is positive for $n<m$. Chemical shifts and couplings to other spins are left out.

The surrounding charges produce a potential $\Phi$ whose second derivatives at the nucleus form the electric field gradient $V_{ab}=\partial^2\Phi/\partial x_a\partial x_b$. Its trace is taken as zero, since a trace part would act equally on all orientations of the nucleus. The principal axes $X,Y,Z$ are named so that $|V_{ZZ}|\ge|V_{YY}|\ge|V_{XX}|$, with $V_{ZZ}\neq0$, and the asymmetry is $\eta=(V_{XX}-V_{YY})/V_{ZZ}$. Together with $V_{XX}+V_{YY}=-V_{ZZ}$ this gives, for the reduced tensor $v=V/V_{ZZ}$,

$$v_{XX}=-\frac{1-\eta}{2},\qquad v_{YY}=-\frac{1+\eta}{2},\qquad v_{ZZ}=1 .$$

The ordering of the principal values restricts $\eta$ to $0\le\eta\le1$.

The energy of the nuclear charge density $\rho$ in the potential is $\int\rho\,\Phi\,d^3r$. In the expansion of $\Phi$ about the nuclear centre, the constant term does not depend on orientation, and the linear term vanishes for a nuclear state of definite parity. The quadratic term is $\frac12\sum_{ab}V_{ab}\int\rho\,x_ax_b\,d^3r$. Because $V$ is traceless, $x_ax_b$ may be replaced by $x_ax_b-\delta_{ab}r^2/3$, so that

$$H_Q=\frac16\sum_{ab}V_{ab}Q_{ab},\qquad Q_{ab}=\int\rho\,(3x_ax_b-\delta_{ab}r^2)\,d^3r .$$

Here $Q_{ab}$ is an operator on the nuclear state. It is symmetric and traceless, hence a tensor of rank two. Within the $2I+1$ states of the nuclear ground level, the Wigner–Eckart theorem makes it proportional to the symmetric traceless tensor built from the spin:

$$Q_{ab}=c\left[\tfrac32(I_aI_b+I_bI_a)-\delta_{ab}I(I+1)\right].$$

The constant follows from the definition of the quadrupole moment, $eQ=\langle I|Q_{zz}|I\rangle$, where $|I\rangle$ is the state $m=I$. The right-hand side gives $c[3I^2-I(I+1)]=cI(2I-1)$, so $c=eQ/[I(2I-1)]$. For $I=\frac12$ the spin tensor itself vanishes, which is why $I\ge1$ is required.

On insertion into $H_Q$ the $\delta_{ab}$ term drops out, again because $V$ is traceless, and the symmetry of $V$ merges the two orderings of the product. With $C_Q=eQV_{ZZ}/h$,

$$\frac{H_Q}{h}=A\sum_{ab}v_{ab}I_aI_b,\qquad A=\frac{C_Q}{2I(2I-1)} .$$

This holds in any frame. In the laboratory frame the terms can be sorted by how much they change $m$. The part with $I_x^2$ and $I_y^2$ is rewritten as

$$v_{xx}I_x^2+v_{yy}I_y^2=\tfrac12(v_{xx}+v_{yy})(I_x^2+I_y^2)+\tfrac12(v_{xx}-v_{yy})(I_x^2-I_y^2).$$

Here $v_{xx}+v_{yy}=-v_{zz}$ and $I_x^2+I_y^2=I(I+1)-I_z^2$. The first term therefore combines with $v_{zz}I_z^2$ to give $\frac12v_{zz}[3I_z^2-I(I+1)]$. For the rest, use $I_\pm=I_x\pm iI_y$ and $I_+^2=I_x^2-I_y^2+i(I_xI_y+I_yI_x)$, and define

$$w_1=v_{xz}-iv_{yz},\qquad w_2=v_{xx}-v_{yy}-2iv_{xy}.$$

Then

$$\frac{H_Q}{h}=A\Big\{\tfrac12v_{zz}[3I_z^2-I(I+1)]+\tfrac12\big[w_1(I_+I_z+I_zI_+)+\text{h.c.}\big]+\tfrac14\big[w_2I_+^2+\text{h.c.}\big]\Big\}.$$

Multiplying out the second and third groups returns the $xz$, $yz$, $xy$ and $I_x^2-I_y^2$ terms with their original coefficients. The three groups change $m$ by $0$, $\pm1$ and $\pm2$.

In high field, $H_Q$ is a small perturbation of $H_0$, whose levels are nondegenerate and spaced by $\nu_L$. The first-order shift of a level is then the diagonal element of $H_Q$, to which the first group alone contributes. The coefficient $v_{zz}$ is the projection of the tensor on the field direction, $v_{zz}=\mathbf n\cdot v\cdot\mathbf n$. With $\mathbf n=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$ in the principal frame, and with the name $f$ for this projection,

$$f=\cos^2\theta-\tfrac12\sin^2\theta\left[(1-\eta)\cos^2\phi+(1+\eta)\sin^2\phi\right]=\tfrac12\left(3\cos^2\theta-1+\eta\sin^2\theta\cos2\phi\right).$$

The last form uses $\cos^2\phi-\sin^2\phi=\cos2\phi$ and $\sin^2\theta=1-\cos^2\theta$. Defining $\nu_Q=3A=3C_Q/[2I(2I-1)]$, the level shifts are

$$\boxed{\frac{E_m^{(1)}}{h}=\frac{\nu_Q}{6}\,f\,\left[3m^2-I(I+1)\right]}$$

For a general transition $m\to n$ the constant $I(I+1)$ cancels, which leaves

$$\nu_{m\to n}=(m-n)\nu_L+\frac{\nu_Qf}{2}(n^2-m^2).$$

For the single-quantum lines, $n=m-1$ and $n^2-m^2=-(2m-1)$, so

$$\boxed{\nu_{m\to m-1}=\nu_L-\nu_Qf\left(m-\tfrac12\right)}$$

There are $2I$ such lines, equally spaced by $|\nu_Qf|$ and placed symmetrically about $\nu_L$. The asymmetry enters through $f$ alone: it changes how the spacing depends on orientation, but not the pattern.

The first-order shift of $m\to n$ contains the factor $(n-m)(n+m)$. For $f\ne0$ and two distinct levels it vanishes if and only if $n=-m$. Every symmetric transition $m\to-m$ therefore stays at $2m\nu_L$ at first order. For half-integer spin this includes the central transition $\frac12\to-\frac12$, the one symmetric transition that is single-quantum. For integer spin, $2m$ is even and no such line exists; a spin $1$ has two lines, at $\nu_L\mp\frac12\nu_Qf$, with nothing between them.

The equality of the shifts of $m$ and $-m$ has a reason that does not depend on the explicit formula. Time reversal $\Theta$ is antiunitary and reverses the spin, $\Theta\mathbf I\Theta^{-1}=-\mathbf I$. From $I_z\Theta|m\rangle=-\Theta I_z|m\rangle=-m\,\Theta|m\rangle$ it follows that $\Theta|m\rangle$ is $|-m\rangle$ up to a phase. The quadrupole Hamiltonian is bilinear in the spin with real coefficients, so $\Theta$ leaves it unchanged. Since an antiunitary operator turns an inner product into its complex conjugate,

$$\langle -m|H_Q|-m\rangle=\langle\Theta m|\Theta H_Qm\rangle=\langle m|H_Qm\rangle^*=\langle m|H_Q|m\rangle .$$

The last step holds because $H_Q$ is Hermitian. A term linear in $I_z$, such as a chemical shift, changes sign under $\Theta$ and is not covered: it moves the levels $m$ and $-m$ in opposite directions and does shift the transition between them.

The same symmetry shows how far the protection extends. The Zeeman term reverses under $\Theta$, and reversing $C_Q$ reverses $H_Q$. For the full Hamiltonian $H(C_Q)=H_0+H_Q$ this means

$$\Theta H(C_Q)\Theta^{-1}=-H_0+H_Q=-H(-C_Q).$$

If $|\psi\rangle$ is an eigenstate of $H(C_Q)$ with energy $E$, then $\Theta|\psi\rangle$ is an eigenstate of $H(-C_Q)$ with energy $-E$. A level that starts from $m$ at $C_Q=0$ is carried into one that starts from $-m$, so

$$E_{-m}(-C_Q)=-E_m(C_Q).$$

Applying this to both levels of a symmetric transition gives

$$E_{-m}(C_Q)-E_m(C_Q)=-E_m(-C_Q)+E_{-m}(-C_Q).$$

The right-hand side is the same transition energy with $C_Q$ reversed. The frequency of $m\to-m$ is thus an even function of $C_Q$: its shifts of first, third and every other odd order vanish, while even orders are allowed.

The second-order shift sets the accuracy of the statement "unshifted". With $s=I(I+1)$ and $b=s-m^2$, the squared matrix elements of $H_Q/h$ out of level $m$ are

$$m\to m\pm1:\ \tfrac14A^2|w_1|^2(2m\pm1)^2(b\mp m),\qquad m\to m\pm2:\ \tfrac1{16}A^2|w_2|^2(b\mp m)(b\mp3m-2).$$

These follow from $|\langle m\pm1|I_\pm|m\rangle|^2=s-m(m\pm1)$, applied once or twice. The energy denominators $(E_m-E_{m\pm1})/h=\pm\nu_L$ and $(E_m-E_{m\pm2})/h=\pm2\nu_L$ give the upper and lower terms opposite signs. The two differences needed are

$$(2m+1)^2(b-m)-(2m-1)^2(b+m)=8mb-2m(4m^2+1)=2m(4s-8m^2-1),$$

$$(b-m)(b-3m-2)-(b+m)(b+3m-2)=-8mb+4m=-4m(2s-2m^2-1).$$

The second-order level shift is therefore

$$\frac{E_m^{(2)}}{h}=\frac{A^2}{\nu_L}\,m\left[\tfrac12|w_1|^2(4s-8m^2-1)-\tfrac18|w_2|^2(2s-2m^2-1)\right].$$

It is odd in $m$, as the symmetry demands, so the transition $m\to-m$ moves by $-2E_m^{(2)}/h$. For the central transition, $m=\frac12$ gives $4s-3$ in the first bracket and $2s-\frac32=\frac12(4s-3)$ in the second, hence

$$\Delta\nu_{1/2\to-1/2}^{(2)}=-\frac{A^2}{\nu_L}(4s-3)\left[\tfrac12|w_1|^2-\tfrac1{16}|w_2|^2\right].$$

The two amplitudes follow from quantities that can be evaluated in the principal frame. The $zz$ element of $v^2$ is $v_{xz}^2+v_{yz}^2+v_{zz}^2$, so

$$|w_1|^2=\mathbf n\cdot v^2\cdot\mathbf n-f^2,\qquad \mathbf n\cdot v^2\cdot\mathbf n=\cos^2\theta+\tfrac14\sin^2\theta\left[(1-\eta)^2\cos^2\phi+(1+\eta)^2\sin^2\phi\right].$$

The trace of $v^2$ is $\frac12(3+\eta^2)$ from the principal values. In laboratory components, $v_{xx}^2+v_{yy}^2=\frac12[f^2+(v_{xx}-v_{yy})^2]$, and the trace becomes $\frac32f^2+2|w_1|^2+\frac12|w_2|^2$. Equating the two gives $|w_2|^2=3+\eta^2-3f^2-4|w_1|^2$.

The first-order splitting depends on orientation through $f$. Along the principal axes $Z$, $X$ and $Y$, $f$ takes the values $1$, $-(1-\eta)/2$ and $-(1+\eta)/2$. For any other direction it is their average with weights $n_a^2$ that sum to one, so it lies between the largest and the smallest. Over the sphere $\cos^2\theta$ averages to $\frac13$ and $\cos2\phi$ to zero, so the mean of $f$ vanishes. In a powder of static crystallites the satellites are spread over a range of order $\nu_Q$, while the central transition is spread by the second-order term, of order $\nu_Q^2/\nu_L$. At orientations where $f=0$ all single-quantum lines coincide at first order, and the second-order terms become the leading ones. The expansion is reliable when all elements of $H_Q/h$ are small compared with $\nu_L$. Small off-diagonal elements alone are not enough: diagonal shifts comparable with $\nu_L$ can bring two levels together, and even a weak off-diagonal element between them then mixes them strongly.

As an example take a model spin $I=\frac52$ with round parameters: $\nu_L=100$ MHz, $C_Q=3$ MHz, $\eta=0.4$, $\theta=30^\circ$ and $\phi=20^\circ$. Then $2I(2I-1)=20$ and $\nu_Q=3\times3/20$ MHz, which is $450$ kHz. The orientation factor is

$$f=\tfrac12\left(3\times0.75-1+0.4\times0.25\times\cos40^\circ\right)=0.6633,$$

and the line spacing is $\nu_Qf=298.5$ kHz. With $I(I+1)=8.75$, the bracket $3m^2-8.75$ equals $10$, $-2$ and $-8$ for $|m|=\frac52,\frac32,\frac12$. Multiplied by $\nu_Qf/6$, these give level shifts of $497.5$, $-99.5$ and $-398.0$ kHz. The first-order offsets of the five lines from $\nu_L$, together with those from exact diagonalization of $H_0+H_Q$, are:

| Line | First order (kHz) | Exact (kHz) |
|---|---|---|
| $\frac52\to\frac32$ | $-596.97$ | $-594.58$ |
| $\frac32\to\frac12$ | $-298.49$ | $-298.67$ |
| $\frac12\to-\frac12$ | $0$ | $-1.03$ |
| $-\frac12\to-\frac32$ | $298.49$ | $298.31$ |
| $-\frac32\to-\frac52$ | $596.97$ | $599.33$ |

The central offset agrees with the second-order formula. Here $A=\nu_Q/3=150$ kHz, so $A^2/\nu_L=0.225$ kHz, and $4s-3=32$. With $|w_1|^2=0.3442$ and $|w_2|^2=0.4632$,

$$\Delta\nu^{(2)}_{1/2\to-1/2}=-0.225\times32\times\left(\frac{0.3442}{2}-\frac{0.4632}{16}\right)\text{kHz}=-1.03\ \text{kHz}.$$

This is about $0.3\%$ of the first-order line spacing. Diagonalization at $\nu_L=200$ MHz gives $-0.515$ kHz, half as much, as expected for a shift proportional to $1/\nu_L$.

The other symmetric transitions, $\frac32\to-\frac32$ and $\frac52\to-\frac52$, are offset from $2m\nu_L$ by $-1.39$ and $+3.36$ kHz. The positive sign of the last has a simple origin. The levels $\frac52$ and $-\frac52$ are the lowest and the highest, and second-order mixing pushes the lowest level down and the highest up, so their separation grows.

The table also shows the two satellites of a mirror pair moving together: both outer lines are about $2.4$ kHz above their first-order positions, and both inner ones about $0.2$ kHz below. The relation $E_{-m}(-C_Q)=-E_m(C_Q)$ accounts for this. The mirror partner of $m\to m-1$ is $1-m\to-m$, and

$$E_{-m}(C_Q)-E_{1-m}(C_Q)=E_{m-1}(-C_Q)-E_m(-C_Q).$$

Each satellite thus has the frequency its partner would have with $C_Q$ reversed. Even orders shift both equally and odd orders shift them oppositely, so the separation of a pair keeps its first-order value up to corrections of third order. For spin $\frac52$ the separation therefore measures $2|\nu_Qf|$ for the inner pair and $4|\nu_Qf|$ for the outer pair, free of the second-order shift. For the outer pair it is $1193.94$ kHz at first order and $1193.92$ kHz from diagonalization (taken from the unrounded line positions), a difference of about $0.03$ kHz against the $2.4$ kHz by which each line moves. For the inner pair both values round to $596.97$ kHz; the third-order correction happens to be unusually small there at this orientation. The same relation shows that reversing the sign of $C_Q$ exchanges the partners and leaves the set of line frequencies unchanged; within this model, line positions alone do not reveal that sign.

The numerical check checks the spin form of $Q_{ab}$ against direct angular integrals for one spin-$\frac52$ model, and the first- and second-order level shifts against exact diagonalization for seven spins from $1$ to $\frac92$ at random asymmetries and orientations.

## Computed results

```
Spin I = 2.5
Larmor frequency nu_L = 100.0 MHz
Coupling constant C_Q = 3.0 MHz
Asymmetry eta = 0.4
theta = 30.0 deg
phi = 20.0 deg
nu_Q = 450.000 kHz
Orientation factor f = 0.663302
First-order line spacing nu_Q f = 298.486 kHz
|w1|^2 = 0.344228, |w2|^2 = 0.463179
First-order level shift, m = +-5/2: 497.477 kHz
First-order level shift, m = +-3/2: -99.495 kHz
First-order level shift, m = +-1/2: -397.981 kHz
Line offsets from nu_L in kHz: first order; to second order; exact
  +5/2 -> +3/2: -596.972; -594.598; -594.585
  +3/2 -> +1/2: -298.486; -298.666; -298.666
  +1/2 -> -1/2: 0.000; -1.031; -1.031
  -1/2 -> -3/2: 298.486; 298.306; 298.307
  -3/2 -> -5/2: 596.972; 599.346; 599.333
Symmetric offsets from 2m nu_L in kHz: second order; exact
  +5/2 -> -5/2: 3.3586; 3.3586
  +3/2 -> -3/2: -1.3899; -1.3899
  +1/2 -> -1/2: -1.0308; -1.0308
Inner satellite separation, first order: 596.972 kHz
Inner satellite separation, exact: 596.972 kHz
Central offset with C_Q reversed, exact: -1.0308 kHz
Line +3/2 -> +1/2 with C_Q reversed, exact: 298.307 kHz
Central offset at nu_L = 200.0 MHz, exact: -0.5154 kHz
Largest first-order test error / C_Q: 5.0e-08
Largest second-order test error * nu_L / C_Q^2: 7.3e-09
Largest oddness of symmetric lines / nu_L: 7.1e-15
```
